Field-Lowering Laws for Charged and Neutral Residues of Oxide Traps

**The argument under review**

The manuscript studies electron emission from traps in a gate oxide. It argues as follows. The filled traps are negatively charged. A charged trap has a Coulomb potential, and an applied field lowers a Coulomb barrier in proportion to √F. The logarithm of the emission rate, plotted against √F between 0.5 and 1 MV/cm, is nearly a straight line, and its slope gives a reasonable permittivity. The authors conclude that the traps show Poole-Frenkel emission.

Two questions decide whether this holds. Which charge does the departing electron feel? And can a nearly straight √F plot arise without a Coulomb barrier?

**Which charge acts on the electron**

Let q > 0 be the elementary charge, so that the electron carries −q. If the trap without the electron has charge +Zq, the filled trap has charge (Z − 1)q. An electron does not act on itself: on its way out it moves in the potential of what remains. Two cases matter here.

Z = 1: the trap is neutral when filled and positive after escape. The electron is attracted by a Coulomb potential.

Z = 0: the trap is negative when filled and neutral after escape. The electron has no Coulomb attraction to overcome.

The manuscript's traps are negative when filled. If they carry one excess electron, they belong to the second case, and the first step of the argument fails. A repulsive residue, Z < 0, is a different problem and is not treated here.

**What "lowering" means**

Take a spherical centre with a core of radius a, in a uniform local field of magnitude F. Let θ be the angle between the position r and the force on the electron. Outside the core the potential energy is

U(r,θ) = V(r) − qFr cos θ,

with V → 0 far away. At zero field the bound level lies E_B below this zero. The lowering Δ is the amount by which the lowest pass out of the centre lies below zero, so that the barrier is E_B − Δ if the level itself stays fixed.

To find the pass, note that every escape path crosses every sphere around the centre. On a sphere of radius r the lowest energy is at θ = 0, because −qFr cos θ is smallest there. No path can therefore avoid the highest value of U(r,0). The straight path along θ = 0 reaches that value and no more. Hence

Δ = − max over r of [V(r) − qFr].

The level could also move. For a symmetric centre the ground-state density is even, the average of −qFr cos θ vanishes, and there is no first-order shift. The second-order shift was computed by diagonalization with s, p and d waves for the example below. At 1 MV/cm it is −3.2×10⁻⁴ eV for the charged residue and −1.5×10⁻⁴ eV for the neutral one. These shifts are small beside every lowering found at that field, so the level is held fixed from here on.

**Residue charged: the square-root law**

For Z > 0,

V(r) = −C/r, C = Zq²/(4πε₀ε_r).

Along θ = 0 the stationary point follows from

dU/dr = C/r² − qF = 0, so r_m = √(C/(qF)).

The second derivative, −2C/r_m³, is negative, so this is a maximum. At r_m both terms of U have the same size:

C/r_m = √(C qF), qF r_m = √(C qF).

Therefore

Δ_charged = 2√(C qF) = 2qF r_m.

For Z = 1 this is √(q³F/(πε₀ε_r)), the Poole-Frenkel law. The last form of Δ shows where the square root comes from. The field gains energy over a distance r_m, and that distance itself shrinks as 1/√F. The law requires r_m > a, so that the pass lies outside the core, and Δ < E_B, so that a barrier remains. It also requires that no other trap lies within a distance of order r_m, since the centre was taken as isolated.

**Residue neutral: the linear law**

Now let V be a sharp well: −V₀ for r < a and zero for r > a. Inside, the energy is deep. Outside, U(r,0) = −qFr falls steadily as r grows. The highest point on the way out is therefore the outer side of the edge, r = a, and

Δ_neutral = qFa.

The distance over which the field works is now fixed by the core and not by the field. For a → 0 the lowering vanishes. Dividing the two laws gives

Δ_charged/Δ_neutral = 2r_m/a,

which is large whenever the Coulomb pass lies well outside the core.

One may object that a neutral residue can still attract an electron by polarization, if it is more polarizable than the oxide it replaces. The electron's field at the residue varies as 1/r², the induced dipole is proportional to that field, and the energy is proportional to its square. This gives a tail V = −C₄/r⁴. The pass then satisfies

4C₄/r_m⁵ = qF, so r_m = (4C₄/(qF))^(1/5).

From the same condition C₄/r_m⁴ = qF r_m/4, and

Δ_polar = qF r_m/4 + qF r_m = (5/4) qF r_m ∝ F^(4/5),

as long as r_m > a. The power is 4/5, still far from 1/2. The softer tail changes the power and the size of the lowering but does not produce a Poole-Frenkel law.

**Tunnelling near the neutral edge**

The barrier is not the whole story. An electron can receive part of the energy from the lattice and tunnel through the rest. I assume that the lattice supplies energy with Boltzmann weight, and I leave out further vibronic corrections.

Let the electron arrive at an energy u below the top of the edge. With x measured outward from the edge, the barrier above the electron's energy is u − qFx, which ends at x = u/(qF). The tunnelling exponent is

(2/ħ) ∫ √(2m(u − qFx)) dx = (4/3) √(2m) u^(3/2)/(ħqF),

where the integral runs from 0 to u/(qF) and m is the effective mass. Stopping at u below the top saves the thermal cost u/kT. The net gain in the logarithm of the rate is

G(u) = u/kT − (4/3) √(2m) u^(3/2)/(ħqF).

Setting the derivative to zero,

1/kT = 2√(2m) √u/(ħqF),

and squaring gives the best depth

u* = ħ²q²F²/(8m(kT)²).

It is a maximum, since the subtracted term has positive curvature. To evaluate G there, write the second term as (2/3)u times 2√(2m)√u/(ħqF). At u* the latter factor equals 1/kT, so

G(u*) = u*/kT − (2/3)u*/kT = u*/(3kT).

Define the apparent lowering as kT ln[R(F)/R(0)], with R the emission rate per unit area at the forward point of the core, θ = 0. For the neutral residue, take R as proportional to the thermal density of a free electron in the linear potential at that point (the density rule). This gives

Δ_app = qFa + ħ²q²F²/(24m(kT)²).

The first term is a real change of the barrier. The second is tunnelling expressed as an energy: it depends on temperature and mass, and no pass has moved by that amount.

The total rate of a spherical centre also includes the other directions. If emission is averaged over the sphere, the factor exp(s), with s = qFa/kT, is replaced by the mean of exp(s cos θ), which is sinh(s)/s. For small s this is 1 + s²/6: the field helps electrons leaving forward and hinders those leaving backward, and the linear terms cancel. The linear law therefore describes the lowest pass and the forward emission over it, not the total rate at low field. Below, Δ_app refers to the forward direction unless stated otherwise.

The saddle estimate supplies only the exponent, but with the density rule the prefactors cancel in the ratio. Integrating the thermal weight over the Airy-function density of states at the forward edge agrees with Δ_app to within 10⁻⁴ eV at all three fields of the example.

Another rule gives other prefactors. Suppose a thermal stream of electrons strikes the edge from inside, and its transmission is integrated over energy, with the tunnelling exponential below the top and 1 above it. This stream rule gives a forward lowering of 0.043, 0.084 and 0.19 eV at 0.25, 0.5 and 1 MV/cm, more than the density rule. Neither rule includes the reflection of the electron wave at the sharp edge. With the exact transmission from a flat well 4.89 eV deep, and the same mass on both sides, the three values become 0.050, 0.10 and 0.22 eV. The size of the tunnelling part thus depends strongly on how the rate is modelled. The neutral-residue numbers below use the density rule unless stated otherwise.

The expression requires u* + qFa < E_B. If the temperature is so low that this fails, the best path starts at the bound level itself and the quadratic law no longer applies.

**Tunnelling near the Coulomb pass**

Fairness requires the same question for the charged residue. Its pass is smooth. With y = r − r_m, the energy near the top is −Δ_charged − ½mω²y², where the curvature gives

mω² = 2C/r_m³, so ω² = 2(qF)^(3/2)/(m√C).

At a small depth u the turning points are ±y₀ with y₀ = √(2u/(mω²)). The integral of √(1 − y²/y₀²) between them is πy₀/2, so the exponent is

(2/ħ) √(2mu) πy₀/2 = 2πu/(ħω).

This is linear in u, whereas the sharp edge gave u^(3/2). At the sharp edge a small descent costs almost nothing, so tunnelling wins at any field. At the smooth pass the net gain is

u [1/kT − 2π/(ħω)],

which is negative when ħω < 2πkT. The best energy then stays at the top. Inserting ω² and solving for the field, the condition reads

qF < [m√C (2πkT)²/(2ħ²)]^(2/3).

The expansion covers small u. For larger depths the exponent was evaluated with the full Coulomb barrier, and at the three fields of the example no deeper energy does better.

Even below this field some electrons tunnel just under the top and some are reflected just above it. For a parabolic top the transmission at depth u is 1/(1 + exp(2πu/(ħω))), with negative u above the pass. The thermal average, relative to classical passage, is

κ = (1/kT) ∫ exp(u/kT)/(1 + exp(2πu/(ħω))) du.

Put t = exp(2πu/(ħω)) and p = ħω/(2πkT). Then du/kT = p dt/t and exp(u/kT) = t^p, so

κ = p ∫ t^(p−1)/(1 + t) dt = πp/sin(πp),

where t runs from 0 to ∞ and the last step is Euler's integral for 0 < p < 1. With x = πp = ħω/(2kT), κ = x/sin x. It tends to 1 at low field and grows as the crossover is approached.

**Numbers for a model oxide**

The parameters are round and stand for no particular material: E_B = 1.2 eV, a = 0.3 nm, m equal to half the electron mass, T = 300 K, and ε_r = 4 during escape. Both centres have the same binding energy and core radius. Then kT = 0.02585 eV, ħ²/m = 0.1524 eV nm² and, for Z = 1, C = 0.360 eV nm. A field of 1 MV/cm corresponds to qF = 0.1 eV/nm.

At 1 MV/cm the charged residue gives

r_m = √(0.360/0.1) nm = 1.90 nm,

Δ_charged = 2 × 0.1 × 1.90 eV = 0.38 eV.

The neutral residue gives

Δ_neutral = 0.1 × 0.3 eV = 0.030 eV,

u* = 0.1524 × 0.01/(8 × 0.02585²) eV = 0.285 eV,

Δ_app = 0.030 eV + 0.095 eV = 0.125 eV.

Since u* + qFa = 0.315 eV is below 1.2 eV, the tunnelling formula may be used. The three fields compare as follows.

0.25 MV/cm: charged 0.190 eV; neutral barrier 0.0075 eV, with tunnelling 0.013 eV.

0.5 MV/cm: charged 0.268 eV; neutral barrier 0.015 eV, with tunnelling 0.039 eV.

1 MV/cm: charged 0.380 eV; neutral barrier 0.030 eV, with tunnelling 0.125 eV.

In terms of rates at 1 MV/cm, the factor exp(Δ/kT) is about 2×10⁶ for the charged residue. For the neutral one it is about 3 from the barrier alone and about 130 with tunnelling. All refer to the forward direction. The first two hold the classical prefactor fixed. The last uses the density rule; the stream rule would give about 1500, and the exact transmission about 6000.

With the density rule, the linear term in Δ_app is the larger one at low field only. With the stream rule, tunnelling is the larger part at all three fields. The two terms of Δ_app are equal when

qF = 24ma(kT)²/ħ² = 24 × 0.3 × 0.02585²/0.1524 eV/nm = 0.032 eV/nm,

that is, at about 0.3 MV/cm. Above this field tunnelling is the larger part with the density rule too.

For the charged residue ħω = 0.127 eV at 1 MV/cm, below 2πkT = 0.162 eV, and the crossover lies at 1.4 MV/cm. The tunnelling factor, computed with the full barrier below the top, is 1.13, 1.43 and 3.1 at the three fields; the parabolic formula gives 1.14 at the lowest. A factor of 3.1 is worth kT ln 3.1 = 0.03 eV, a modest correction to 0.38 eV. At 2 MV/cm, beyond the crossover, the best energy lies 0.5 eV below the pass, and the Poole-Frenkel law no longer describes the rate.

With a polarization tail of C₄ = 8×10⁻⁴ eV nm⁴, the neutral pass at 1 MV/cm moves out to 0.50 nm and the lowering becomes 0.063 eV. That is twice the sharp-well value and a sixth of the Coulomb value.

The choice of ε_r also matters in a high-k oxide, where the static permittivity can be much larger than the electronic one. A thermal electron, with speed √(kT/m), covers r_m in roughly 20 fs, while a lattice mode of 0.020 eV has a period of 207 fs. For such a soft mode this favours the electronic value. It is an estimate and not a proof: the electron is slow near the top of the pass, and stiffer modes respond faster, with a period of 52 fs at 0.080 eV. With a static value of 20 the charged lowering would be 0.17 eV instead of 0.38 eV.

**Why the √F plot looked convincing**

Suppose the manuscript's traps are the neutral-residue centres of this model. Their apparent lowering in the forward direction was computed at eleven fields between 0.5 and 1 MV/cm and fitted by a straight line in √F with a free intercept. The fit has R² = 0.985. If its slope is read as a Poole-Frenkel slope, it returns ε_r = 6.7. This lies between the electronic value 4 and the static value 20, so it would raise no suspicion, yet C and ε_r do not enter the neutral-residue rate at all. The number depends on a, m and T, on the field window, on the rule for the rate and on the emission angle. Averaged over directions, the density rule returns 8.7 if the tunnelling factor is the same in all directions, and about 22, with R² = 0.95, if each direction is treated as a separate radial barrier. A fit between 0.25 and 0.5 MV/cm would return 39, and in the original window the stream rule returns 4.55 and the exact transmission 3.3. The plausible value is an accident of this example.

The end points show how this happens. In units of √(MV/cm), √F runs from 0.707 to 1. The slope is about

(0.125 − 0.0388)/(1 − 0.707) = 0.294 eV per √(MV/cm).

A true Poole-Frenkel line with ε_r = 4 has slope 0.380 in the same units, and the slope varies as 1/√ε_r. The inferred permittivity is then 4 × (0.380/0.294)² ≈ 6.7, as in the fit. Over a factor of two in field, a curve that rises faster than linearly can still pass for a line in √F, because the free intercept absorbs the mismatch.

That intercept gives the error away. The line through the end points reaches 0.125 − 0.294 = −0.17 eV at F = 0, whereas a pure Poole-Frenkel line, with a fixed prefactor and κ = 1, returns to the zero-field rate, that is, to zero. With the tunnelling factors 1.43 and 3.1 found above, the line for the charged residue through the same two fields would reach about −0.04 eV, still much closer to zero. Averaging the emission over all directions, with a radial barrier in the field F cos θ for each forward direction, moves the intercept of the charged residue to about −0.08 eV. For the neutral residue the average gives about −0.16 eV if the tunnelling factor is the same in all directions, but only −0.11 eV if each direction is treated as a separate radial barrier. The intercept of the total rate is therefore a weaker witness than that of the forward emission. At 0.25 MV/cm the end-point line for the neutral forward emission predicts −0.02 eV, while the model gives +0.013 eV. The growth from 0.5 to 1 MV/cm tells the same story: the apparent lowering rises by a factor of 3.2, where a square root would give 1.4.

**Temperature as a second witness**

The manuscript also has access to the activation energy, and here a further trap is waiting. With β = 1/kT, the neutral-residue result reads

ln[R(F)/R(0)] = βqFa + β³ħ²q²F²/(24m).

The drop in the Arrhenius energy is the derivative with respect to β:

qFa + β²ħ²q²F²/(8m) = qFa + u*.

The cube of β turns u*/3 into u*. At 1 MV/cm and 300 K the drop is 0.315 eV, although the barrier has moved by 0.030 eV. The Poole-Frenkel exponent alone gives a drop of 0.38 eV, and the temperature dependence of the tunnelling factor κ raises it to about 0.45 eV. The two drops differ, but they are of the same order, so a large drop in activation energy does not by itself prove a Coulomb barrier. At 0.5 MV/cm they are further apart in proportion: 0.086 eV for the neutral residue and about 0.29 eV for the charged one. These neutral drops use the density rule. At 0.5 and 1 MV/cm the stream rule gives 0.124 and 0.355 eV and the exact transmission 0.156 and 0.394 eV, closer to the charged values.

The variation with temperature helps to separate them. The Coulomb lowering does not depend on T, apart from the tunnelling factor κ, as long as ħω < 2πkT. At 1 MV/cm this means above about 230 K; at lower temperatures tunnelling takes over for the charged residue too. The tunnelling part of Δ_app falls as 1/T². At 600 K it would be 0.095/4 = 0.024 eV, smaller than the barrier term of 0.030 eV. In the other direction, u* + qFa reaches E_B when

kT = 0.02585 × √(0.285/1.17) eV = 0.0128 eV,

at about 150 K. Below that temperature the present formula should not be used at 1 MV/cm.

**What the data can support**

The charge of the filled trap does not establish Poole-Frenkel emission. For a trap that is negative when filled and neutral afterwards it speaks against it. The straight plot does not establish it either. The authors should extend the field range downward, compare the intercept of the fitted line with the zero-field rate, and show that the lowering at fixed field varies only weakly with temperature well inside the range where ħω < 2πkT. In the model at 1 MV/cm, heating from 300 to 600 K reduces the direction-averaged lowering from 0.33 to 0.28 eV for the charged residue, and from 0.10 to 0.03 eV for the neutral one if its tunnelling factor is the same in all directions. With the stream rule the neutral value falls only from 0.16 to 0.10 eV, and with the exact transmission from 0.20 to 0.13 eV, so the contrast is weaker and temperature alone should not decide the case. The slope should agree with an independently obtained permittivity only after correction for tunnelling and emission angle. Without correction, the charged residue with ε_r = 4 would return about 2.9 from the forward emission and 3.4 from the averaged one.

These criteria assume that emission limits the measured current and that the local field is known. They also treat the oxide around the trap as bulk. In the model the Coulomb pass lies 1.9 to 3.8 nm from the centre, and the best tunnelling path of the neutral centre ends about 3 nm out at 1 MV/cm. In an oxide only a few nm thick, or for traps that close to an interface, image charges and tunnelling into the electrode alter both laws. They also assume a prefactor that hardly varies with field, since such a variation would change both the slope and the intercept of the line. Trap filling, transport after escape and a non-uniform field can each add their own field dependence, and the analysis above does not cover them. Most values quoted here are rounded from the numerical output that follows; the others were calculated from the same model.

Computed values

```
trap depth: 1.20 eV; temperature: 300 K
thermal energy kT: 0.02585 eV
permittivity during escape: 4.0; static: 20.0
effective mass: 0.50 electron masses
core radius a: 0.30 nm
hbar^2/m: 0.15240 eV nm^2
Coulomb strength C (Z=1): 0.35999 eV nm
--- field 0.25 MV/cm
charged: pass radius 3.795 nm
charged: lowering 0.1897 eV
charged: over-barrier gain 1.54e+03
charged: extra tunnelling factor 1.129
neutral: barrier lowering 0.0075 eV
neutral: tunnelling part 0.0059 eV
neutral: total apparent lowering 0.0134 eV
neutral: over-barrier gain 1.34
neutral: gain with tunnelling 1.682
--- field 0.50 MV/cm
charged: pass radius 2.683 nm
charged: lowering 0.2683 eV
charged: over-barrier gain 3.22e+04
charged: extra tunnelling factor 1.427
neutral: barrier lowering 0.0150 eV
neutral: tunnelling part 0.0238 eV
neutral: total apparent lowering 0.0388 eV
neutral: over-barrier gain 1.79
neutral: gain with tunnelling 4.477
--- field 1.00 MV/cm
charged: pass radius 1.897 nm
charged: lowering 0.3795 eV
charged: over-barrier gain 2.37e+06
charged: extra tunnelling factor 3.111
neutral: barrier lowering 0.0300 eV
neutral: tunnelling part 0.0950 eV
neutral: total apparent lowering 0.1250 eV
neutral: over-barrier gain 3.19
neutral: gain with tunnelling 125.9
--- further results, at 1 MV/cm unless stated
charged Z=2: lowering 0.5366 eV
charged, static permittivity: lowering 0.1697 eV
rough transit time 20 fs
lattice mode 0.020 eV: period 207 fs
core depth: charged 4.29 eV, neutral 4.89 eV
level shift: charged -3.2e-04 eV, neutral -1.5e-04 eV
polarization tail C4: 8.0e-04 eV nm^4
polarization: pass 0.503 nm, lowering 0.0628 eV
polarization: power of F 0.800
neutral: best tunnelling depth u* 0.2850 eV
neutral: drop of Arrhenius energy 0.3151 eV
charged: hbar omega at pass 0.1267 eV
charged: tunnelling crossover field 1.392 MV/cm
charged, 2 MV/cm: best depth below pass 0.506 eV
parabolic factor at 0.25 MV/cm: 1.137
false sqrt(F) fit, 0.5 to 1 MV/cm: R^2 0.9846
false permittivity from that fit: 6.66
```
